# Hydrogenic Lifetimes from the Orbit-Averaged Larmor Loss of Angular Momentum: test program

```python
"""Radiative lifetimes of hydrogenic states from the Larmor loss of angular momentum.

Result under test (Hartree atomic units, nuclear charge Z, speed of light c):
    mean loss of L on a Kepler ellipse = 2 Z^4 / (3 c^3 n^3 L^2),  L = l + 1/2,
    estimated lifetime tau_L = 3 c^3 n^3 L^2 / (2 Z^4),
    classical-limit lifetime = tau_L / F, where F is the number of photons emitted
    per unit of angular momentum lost; F = 1 for circles, 2 sqrt(3)/pi for L/n -> 0.
Symbols: n, l quantum numbers; s = L/n; eps = sqrt(1 - s^2) eccentricity.
'lowering' and 'raising' denote decays with l -> l-1 and l -> l+1.
The exact rates are sums over all lower levels, fixed nucleus, dipole emission.
"""
from fractions import Fraction
from functools import lru_cache
from math import comb, factorial, pi, sqrt

import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import quad
from scipy.special import eval_genlaguerre, jv, kv

C = 1.0 / fine_structure
T_AU = physical_constants["atomic unit of time"][0]
NS = T_AU * 1e9


def tau_estimate(n, l, Z=1):
    return 1.5 * C**3 * n**3 * (l + 0.5) ** 2 / Z**4


# ---------- exact quantum rates ----------
def laguerre_integers(q, alpha):
    """Coefficients of q! times the associated Laguerre polynomial."""
    return [(-1) ** i * comb(q + alpha, q - i) * (factorial(q) // factorial(i))
            for i in range(q + 1)]


def radial_squared(n, l, m, k):
    """Square of the radial dipole integral between (n,l) and (m,k), Z = 1."""
    q, p = n - l - 1, m - k - 1
    a, b = laguerre_integers(q, 2 * l + 1), laguerre_integers(p, 2 * k + 1)
    t, depth = n + m, q + p
    powers = [t**j for j in range(depth + 1)]
    left = [a[i] * (2 * m) ** (l + i) for i in range(q + 1)]
    right = [b[j] * (2 * n) ** (k + j) for j in range(p + 1)]
    facts = [factorial(l + k + 3 + j) for j in range(depth + 1)]
    total = sum(left[i] * right[j] * powers[depth - i - j] * facts[i + j]
                for i in range(q + 1) for j in range(p + 1))
    norm = Fraction(4, n**4 * factorial(n + l) * factorial(q))
    norm *= Fraction(4, m**4 * factorial(m + k) * factorial(p))
    value = norm * Fraction(n * m, t) ** 8
    return float(value * Fraction(total**2, t ** (2 * (l + k + depth))))


@lru_cache(maxsize=None)
def exact_rates(n, l):
    """Summed decay rates (lowering, raising) of the level (n,l), Z = 1."""
    sums = []
    for k in (l - 1, l + 1):
        rate = 0.0
        if k >= 0:
            for m in range(k + 1, n):
                omega = 0.5 * (1 / m**2 - 1 / n**2)
                rate += (4 / (3 * C**3) * omega**3 * max(l, k) / (2 * l + 1)
                         * radial_squared(n, l, m, k))
        sums.append(rate)
    return tuple(sums)


def radial_function(n, l, r):
    norm = sqrt((2 / n) ** 3 * factorial(n - l - 1) / (2 * n * factorial(n + l)))
    x = 2 * r / n
    return norm * x**l * np.exp(-x / 2) * eval_genlaguerre(n - l - 1, 2 * l + 1, x)


direct = quad(lambda r: radial_function(10, 5, r) * radial_function(6, 4, r) * r**3,
              0, 500, limit=400, epsabs=1e-11)[0]
assert abs(direct**2 / radial_squared(10, 5, 6, 4) - 1) < 1e-7
assert abs(sum(exact_rates(2, 1)) * C**3 / (2 / 3) ** 8 - 1) < 1e-12


# ---------- classical harmonics ----------
@lru_cache(maxsize=None)
def harmonic_sums(s):
    """Lowering and raising photon rates in units of 4 Z^4 / (3 c^3 n^5)."""
    eps = sqrt(1 - s * s)
    k = np.arange(1, int(45 / s**3) + 60, dtype=float)
    bessel = jv(k, k * eps)
    slope = 0.5 * (jv(k - 1, k * eps) - jv(k + 1, k * eps))
    low = np.sum(k * (slope + s * bessel / eps) ** 2) / 2
    high = np.sum(k * (slope - s * bessel / eps) ** 2) / 2
    return low, high


def photon_factor(s):
    low, high = harmonic_sums(s)
    return (low + high) / (low - high)


# Orbit solved in time: torque of the radiation reaction force and harmonics
n0, l0 = 10, 5
L0 = l0 + 0.5
s0 = L0 / n0
eps0 = sqrt(1 - s0**2)
points = 1024
mean_anomaly = 2 * pi * np.arange(points) / points
wave = np.fft.fftfreq(points, 1 / points)
for Z in (1, 2):
    a = n0**2 / Z
    omega = Z**2 / n0**3
    u = mean_anomaly + 0.85 * eps0 * np.sign(np.sin(mean_anomaly))
    for _ in range(60):
        u -= (u - eps0 * np.sin(u) - mean_anomaly) / (1 - eps0 * np.cos(u))
    assert np.max(abs(u - eps0 * np.sin(u) - mean_anomaly)) < 1e-12
    z = a * (np.cos(u) - eps0) + 1j * a * s0 * np.sin(u)
    spectrum = np.fft.fft(z) / points
    third = np.fft.ifft((1j * wave * omega) ** 3 * spectrum) * points
    torque = 2 / (3 * C**3) * np.mean((np.conj(z) * third).imag)
    loss = 2 * Z**4 / (3 * C**3 * n0**3 * L0**2)
    assert abs(-torque / loss - 1) < 1e-7
    mean_inverse_cube = np.mean(abs(z) ** -3.0)
    assert abs(mean_inverse_cube * n0**3 * L0**3 / Z**3 - 1) < 1e-8
    for k in range(1, 13):
        x_k = a / k * 0.5 * (jv(k - 1, k * eps0) - jv(k + 1, k * eps0))
        y_k = a * s0 / (k * eps0) * jv(k, k * eps0)
        assert abs(spectrum[k] - (x_k + y_k)) < 1e-11 * a
        assert abs(spectrum[-k] - (x_k - y_k)) < 1e-11 * a
    if Z == 1:
        loss_numeric = -torque

# Photon factor over all shapes, and its limit for elongated orbits
shapes = (0.95, 0.8, 0.6, 0.4, 0.2, 0.1, 0.05)
factors = [photon_factor(s) for s in shapes]
for s in shapes:
    low, high = harmonic_sums(s)
    assert abs((low - high) * 2 * s * s - 1) < 1e-6
sum_integral = quad(lambda x: x * (kv(1 / 3, x) ** 2 + kv(2 / 3, x) ** 2), 0, 40,
                    limit=300)[0]
cross_integral = quad(lambda x: 2 * x * kv(1 / 3, x) * kv(2 / 3, x), 0, 40,
                      limit=300)[0]
limit_factor = 2 * sqrt(3) / pi
assert abs(sum_integral - pi / sqrt(3)) < 1e-6
assert abs(cross_integral - pi**2 / 6) < 1e-6
assert abs(sum_integral / cross_integral - limit_factor) < 1e-6
assert np.all(np.diff(factors) > 0) and factors[0] > 1
assert abs(factors[-1] - limit_factor) < 0.01


# ---------- classical formula against exact sums ----------
def ratios(n, l):
    """tau_L times the exact total rate and times the exact net rate."""
    low, high = exact_rates(n, l)
    return tau_estimate(n, l) * (low + high), tau_estimate(n, l) * (low - high)


survey = {(n, l): ratios(n, l)[0] for n in range(2, 21) for l in range(1, n)}
worst = max(survey, key=survey.get)
assert min(survey.values()) > 1 and survey[worst] < 1.15

total_errors, net_errors = {}, {}
for n in (8, 16, 32):
    group = range(n // 4, n)
    total_errors[n] = max(abs(ratios(n, l)[0] / photon_factor((l + 0.5) / n) - 1)
                          for l in group)
    net_errors[n] = max(abs(ratios(n, l)[1] - 1) for l in group)
assert total_errors[32] < total_errors[8] / 2 and total_errors[32] < 0.01
assert net_errors[32] < net_errors[8] / 2 and net_errors[32] < 0.04

circular = {}
for n in (2, 10, 20, 40):
    nu = n - 0.5
    circular[n] = ratios(n, n - 1)[0]
    closed = n / nu * (1 - 1 / (4 * nu**2)) ** (2 * n - 2)
    assert abs(circular[n] / closed - 1) < 1e-11
assert abs((circular[40] - 1) * 8 * 39.5**2 - 1) < 0.05

s_state_ratio = 1 / (sum(exact_rates(20, 0)) * tau_estimate(20, 0))
assert s_state_ratio > 10

# ---------- printed numbers ----------
period = 2 * pi * n0**3
estimate = tau_estimate(n0, l0)
exact = 1 / sum(exact_rates(n0, l0))
factor0 = photon_factor(s0)
assert period / estimate < 1e-3
print(f"speed of light c = {C:.6f} a.u.")
print(f"atomic unit of time = {T_AU:.6e} s")
print(f"lifetime coefficient 3c^3/2 = {1.5 * C**3:.6e} a.u.")
print(f"lifetime coefficient 3c^3/2 = {1.5 * C**3 * T_AU:.5e} s")
print("Example: hydrogen n=10, l=5, L=5.5")
print(f"  eccentricity = {eps0:.5f}")
print(f"  semimajor axis = {n0**2:.1f} bohr")
print(f"  orbital period = {period:.2f} a.u.")
print(f"  mean 1/r^3 = {1 / (n0 * L0)**3:.5e} bohr^-3")
print(f"  L loss rate, formula = {1 / estimate:.6e} a.u.")
print(f"  L loss rate, from orbit = {loss_numeric:.6e} a.u.")
print(f"  L lost per revolution = {period / estimate:.4e} hbar")
print(f"  revolutions in tau_L = {estimate / period:.4e}")
print(f"  tau_L = {estimate * NS:.2f} ns")
print(f"  photon factor F = {factor0:.5f}")
print(f"  tau_L/F = {estimate / factor0 * NS:.2f} ns")
print(f"  exact lifetime = {exact * NS:.2f} ns")
print("Photon factor F against s = L/n (dimensionless)")
for s, f in zip(shapes, factors):
    print(f"  s={s:.2f}  F={f:.5f}")
print(f"  limit s->0: F={limit_factor:.5f}")
print("n=20: l, tau_L (ns), exact tau (ns), tau_L/tau, net ratio, F")
for l in (1, 2, 3, 5, 10, 15, 19):
    total, net = ratios(20, l)
    t_est = tau_estimate(20, l) * NS
    print(f"  {l:2d} {t_est:10.1f} {t_est / total:10.1f} {total:.4f} {net:.4f}"
          f" {photon_factor((l + 0.5) / 20):.4f}")
print(f"largest tau_L/tau, 2<=n<=20, l>=1: {survey[worst]:.4f} at n,l={worst}")
print(f"smallest tau_L/tau in same set: {min(survey.values()):.6f}")
print("Largest relative error for l>=n/4: total rate, net rate")
for n in (8, 16, 32):
    print(f"  n={n:2d}  {total_errors[n]:.5f}  {net_errors[n]:.5f}")
print("Circular states l=n-1: tau_L/tau")
for n in circular:
    print(f"  n={n:2d}  {circular[n]:.6f}")
t2p = tau_estimate(2, 1) * NS
print(f"2p: tau_L = {t2p:.4f} ns, exact = {t2p / circular[2]:.4f} ns")
print(f"2p with l(l+1) for L^2: {t2p * 2 / 2.25:.4f} ns")
print(f"20s: exact lifetime / tau_L = {s_state_ratio:.1f}")
print("checks complete")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
atomic unit of time = 2.418884e-17 s
lifetime coefficient 3c^3/2 = 3.860071e+06 a.u.
lifetime coefficient 3c^3/2 = 9.33706e-11 s
Example: hydrogen n=10, l=5, L=5.5
  eccentricity = 0.83516
  semimajor axis = 100.0 bohr
  orbital period = 6283.19 a.u.
  mean 1/r^3 = 6.01052e-06 bohr^-3
  L loss rate, formula = 8.564053e-12 a.u.
  L loss rate, from orbit = 8.564053e-12 a.u.
  L lost per revolution = 5.3810e-08 hbar
  revolutions in tau_L = 1.8584e+07
  tau_L = 2824.46 ns
  photon factor F = 1.02608
  tau_L/F = 2752.67 ns
  exact lifetime = 2744.25 ns
Photon factor F against s = L/n (dimensionless)
  s=0.95  F=1.00031
  s=0.80  F=1.00510
  s=0.60  F=1.02060
  s=0.40  F=1.04604
  s=0.20  F=1.07829
  s=0.10  F=1.09372
  s=0.05  F=1.09968
  limit s->0: F=1.10266
n=20: l, tau_L (ns), exact tau (ns), tau_L/tau, net ratio, F
   1     1680.7     1476.9 1.1380 1.0881 1.0969
   2     4668.5     4227.0 1.1045 1.0479 1.0902
   3     9150.3     8397.4 1.0897 1.0332 1.0824
   5    22595.7    21140.3 1.0688 1.0203 1.0658
  10    82352.9    79961.1 1.0299 1.0086 1.0291
  15   179458.4   178235.2 1.0069 1.0032 1.0065
  19   284033.5   283940.9 1.0003 1.0003 1.0001
largest tau_L/tau, 2<=n<=20, l>=1: 1.1380 at n,l=(20, 1)
smallest tau_L/tau in same set: 1.000326
Largest relative error for l>=n/4: total rate, net rate
  n= 8  0.01402  0.04637
  n=16  0.00422  0.02492
  n=32  0.00117  0.01307
Circular states l=n-1: tau_L/tau
  n= 2  1.053498
  n=10  1.001364
  n=20  1.000326
  n=40  1.000080
2p: tau_L = 1.6807 ns, exact = 1.5953 ns
2p with l(l+1) for L^2: 1.4939 ns
20s: exact lifetime / tau_L = 77.2
checks complete
```
